# The cylindrically truncated Coulomb kernel for wires and its logarithmic divergence, part 2

A wire along $z$ with period $a$ is repeated on a square lateral lattice of side $L$ with vectors $\mathbf T$; the cell volume is $\Omega=aL^2$. To remove the images, the Coulomb interaction is switched off at lateral separations beyond $R$, and its Fourier transform is the kernel $v$. Hartree atomic units are used, with lengths in bohr. Positions are $\mathbf r=(\boldsymbol\rho,z)$ and wave vectors $\mathbf G=(\mathbf p,G_z)$, with $p=|\mathbf p|$ and $k=|G_z|$. The charge $n(\mathbf r)$ of one cell, with transform $n(\mathbf G)$, has the potential and energy per cell

$$V(\mathbf r)=\frac1\Omega\sum_{\mathbf G}v(\mathbf G)\,n(\mathbf G)\,e^{i\mathbf G\cdot\mathbf r},\qquad E=\frac1{2\Omega}\sum_{\mathbf G}v(\mathbf G)\,|n(\mathbf G)|^2. \tag{2}$$

With $\ell(x)=\ln(x/2)+\gamma$ and $\gamma$ Euler's constant, the Bessel functions obey

$$J_0'=-J_1,\quad (xJ_1)'=xJ_0,\quad K_0'=-K_1,\quad (xK_1)'=-xK_0, \tag{3}$$

$$K_0(x)=-\ell(x)\Big(1+\frac{x^2}4\Big)+\frac{x^2}4+O(x^4\ln x), \tag{4}$$

$$\int_0^{2\pi}e^{-ip\rho\cos\varphi}\,d\varphi=2\pi J_0(p\rho). \tag{5}$$

The first derivation uses $1/r=(2/\sqrt\pi)\int_0^\infty e^{-t^2r^2}dt$ to evaluate the axial transform $A_k(\rho)$ of $f=1/r$ as $2K_0(k\rho)$. Then

$$v=4\pi\int_0^R\rho\,J_0(p\rho)K_0(k\rho)\,d\rho, \tag{7}$$

and the antiderivative $W(\rho)=p\rho J_1(p\rho)K_0(k\rho)-k\rho K_1(k\rho)J_0(p\rho)$ of $G^2\rho J_0K_0$ gives

$$v(p,k)=\frac{4\pi}{p^2+k^2}\Big[1+pR\,J_1(pR)K_0(kR)-kR\,J_0(pR)K_1(kR)\Big],\qquad k>0. \tag{8}$$

As $k\to0$, $v$ behaves as $v_0(p;\rho_0)+2CD(p)$, with $\rho_0$ an arbitrary length, $C=-\ln(k\rho_0/2)-\gamma$, and $D$ the transform of the disc $\theta(R-\rho)$:

$$D(p)=2\pi\int_0^R\rho J_0(p\rho)\,d\rho=\frac{2\pi R\,J_1(pR)}p,\qquad D(0)=\pi R^2, \tag{9}$$

$$v_0(p;\rho_0)=\frac{4\pi}{p^2}\Big[1-J_0(pR)-pR\,J_1(pR)\ln\frac R{\rho_0}\Big], \tag{10}$$

$$v_0(0;\rho_0)=-\pi R^2\Big[2\ln\frac R{\rho_0}-1\Big], \tag{11}$$

$$v_0(p;\rho_0)=v_0(p;\rho_0')+2D(p)\ln\frac{\rho_0}{\rho_0'}. \tag{13}$$

For $R=10$ and $p=0.5$ bohr$^{-1}$ the program prints $D=-41.16481$ and $v_0(\rho_0=R)=59.19247$ bohr$^2$.

The second derivation applies Green's identity to $f$ and $g=e^{-i\mathbf G\cdot\mathbf r}$ on the cylinder $\rho<R$, $|z|<Z$. Let $A_{k,Z}(\rho)=\int_{-Z}^Ze^{-iG_zz}f\,dz$, with a prime for its $\rho$ derivative, and let $S_{\rm caps}$ be the integral of $f\,\partial_ng-g\,\partial_nf$ over the end caps, which vanishes as $Z\to\infty$. The transform of the interaction cut at $|z|=Z$ is, for $G\ne0$,

$$v_Z=\frac{4\pi}{G^2}\Big[1+\frac R2\,pJ_1(pR)A_{k,Z}(R)+\frac R2\,J_0(pR)A'_{k,Z}(R)\Big]-\frac{S_{\rm caps}}{G^2}. \tag{14}$$

The wall data are now found independently of the first derivation, except for the bound $|A_k|\le2/(k\rho)$ for $k>0$.

### The wall data for $k>0$

The limit $A_k=\lim_{Z\to\infty}A_{k,Z}$ can be found from its differential equation. Since $\partial_\rho f=-\rho(\rho^2+z^2)^{-3/2}$ is absolutely integrable in $z$, as is the second derivative, differentiation under the integral is allowed. Laplace's equation in cylindrical form is $\frac1\rho\partial_\rho(\rho\,\partial_\rho f)=-\partial_z^2f$. Two integrations by parts, whose boundary terms vanish with $f$ and $\partial_zf$, give $\int e^{-iG_zz}\partial_z^2f\,dz=-k^2A_k$. Hence

$$(\rho A_k')'=k^2\rho A_k .$$

Two conditions select the solution. The bound $|A_k|\le2/(k\rho)$, which came from a single integration by parts, shows decay at large $\rho$. Near the axis, $z=\rho w$ gives $\rho A_k'=-\int\cos(k\rho w)(1+w^2)^{-3/2}dw\to-2$, because $\int_{-\infty}^\infty(1+w^2)^{-3/2}dw=[w/\sqrt{1+w^2}]_{-\infty}^{\infty}=2$. This is Gauss's law for a line charge of unit density.

The function $2K_0(k\rho)$ meets all three requirements: $\rho\,\partial_\rho K_0(k\rho)=-xK_1(x)$ with $x=k\rho$, which tends to $-1$ and whose $\rho$ derivative is $k\,xK_0=k^2\rho K_0$ by (3). It is the only such function. The difference $B=A_k-2K_0$ solves the same equation with $\rho B'\to0$ at the axis, so $B$ grows more slowly than $\ln\rho$ there and $\rho B'=k^2\int_0^\rho sB\,ds$. This makes $B'\to0$ and $B(0)$ finite. If $B(0)>0$, then $B'>0$ as long as $B>0$, so $B$ increases for ever and cannot decay; the case $B(0)<0$ is the mirror image. If $B(0)=0$, then on $[0,\delta]$ the relation $B(\rho)=k^2\int_0^\rho\frac{dt}t\int_0^tsB\,ds$ gives $\max|B|\le(k\delta/2)^2\max|B|$, so $B=0$ for $\delta<2/k$, and uniqueness for the regular equation extends this to all $\rho$. Thus $A_k(R)=2K_0(kR)$ and $A_k'(R)=-2kK_1(kR)$. Inserted in (14) at $Z\to\infty$, they give $1+pRJ_1K_0-kRJ_0K_1$ in the bracket, which is (8).

### The wall data for $k=0$

Here the integrals are elementary at finite $Z$: $A_{0,Z}=2\operatorname{arsinh}(Z/\rho)$ and $A_{0,Z}'=-2Z/(\rho\sqrt{\rho^2+Z^2})$. On the caps $\partial_ng=0$ and $-g\,\partial_nf=gZ(\rho^2+Z^2)^{-3/2}$, so $S_{\rm caps}=2D(p)/Z^2+O(Z^{-4})$. With $y=R/Z$, $\operatorname{arsinh}(1/y)=\ln[(1+\sqrt{1+y^2})/y]=\ln(2/y)+y^2/4+O(y^4)$ and $(1+y^2)^{-1/2}=1-y^2/2+O(y^4)$. Equation (14) becomes, with $x=pR$,

$$v_Z=\frac{4\pi}{p^2}\Big[1-J_0+xJ_1\ln\frac{2Z}R\Big]+\frac\pi{p^4Z^2}\big[x^3J_1+2x^2J_0-4xJ_1\big]+O(Z^{-4}). \tag{15}$$

The three terms of the second bracket come in order from $xJ_1y^2/4$, from $J_0y^2/2$, each multiplied by $4\pi/p^2$, and from $-2D/(p^2Z^2)=-4\pi xJ_1/(p^4Z^2)$. The first part of (15) is (10) with $\rho_0=2Z$. The arbitrary length is thereby identified: it is the length of the cylinder, for a field point at its middle.

Green's identity is empty at $G=0$. Since $v_Z$ is an integral over a bounded region it is continuous in $\mathbf p$, so the value at $G=0$ is the limit $p\to0$. With $1-J_0\to x^2/4$ and $xJ_1\to x^2/2$, the first part of (15) tends to $4\pi R^2[\frac14+\frac12\ln(2Z/R)]$, which is (11) with $\rho_0=2Z$.

The second part of (15) can be checked against direct integration. There $v_Z=4\pi\int_0^R\rho J_0\operatorname{arsinh}(Z/\rho)\,d\rho$, and the term $\rho^2/4Z^2$ of the inverse hyperbolic sine gives $(\pi/Z^2)\int_0^R\rho^3J_0\,d\rho$. By (3), $(x^3J_1)'=x^3J_0+2x^2J_1$, $(2x^2J_0)'=4xJ_0-2x^2J_1$ and $(-4xJ_1)'=-4xJ_0$, which add to $x^3J_0$, so the two expressions agree. For $R=10$, $p=0.5$ bohr$^{-1}$ and $Z=1000$ bohr, quadrature gives $-377.01814$ and $v_0(\rho_0=2Z)=-377.01597$ bohr$^2$, a difference of $-0.00217$. The printed $D=-41.16481$ implies $J_1(5)=pD/2\pi R=-0.32758$, and the printed $v_0(\rho_0=R)=59.19247$ implies $J_0(5)=1-59.19247\,p^2/4\pi=-0.17760$. The bracket is $-40.948-8.880+6.552=-43.276$, and $\pi(-43.276)/(0.0625\times10^6)=-0.00218$, equal to the difference within the rounding of the inputs.

### What the three terms are

Equation (14) has the form $4\pi/G^2$ times the transform of a source, so the truncated interaction is the ordinary Coulomb potential of three sources. The 1 is the point charge. The $A'$ term is a surface charge on the wall: the radial field drops from $-\partial_\rho f$ inside to zero outside, so the surface density is $\partial_\rho f/4\pi$, and its total is $2\pi R\,A_0'(R)/4\pi=-1$ for $Z\to\infty$. The wall screens the point charge completely, and the factor $1-J_0(pR)$ in (10) is the transform of a line charge inside an opposite charge spread on a ring. The $A$ term is a dipole layer, needed because the potential itself jumps from $f$ to zero across the wall.

The divergence sits entirely in the dipole layer. A uniform dipole layer on a cylinder produces no field off the wall. It raises the potential inside by a constant relative to the outside, and that is the disc function whose transform is $D(p)$. The choice $\rho_0=R$ removes the layer on the plane $k=0$ and leaves the potential $-2\ln(\rho/R)$ of a line charge in a grounded coaxial tube, with $v_0=4\pi[1-J_0(pR)]/p^2\ge0$ and $v_0(0)=\pi R^2$. The jump also governs large $p$. With $J_1\sim(pR)^{-1/2}$, the dipole term falls as $p^{-3/2}$, more slowly than the bare $p^{-2}$, with weight $K_0(kR)$ off the plane and $\ln(R/\rho_0)$ on it. In (2) this tail is multiplied by $n(\mathbf G)$, so for a smooth density the convergence of the sum is set by the density.

## What each derivation assumes

The first derivation takes the cylinder infinite from the start. It needs $k>0$ to give the axial integral a meaning, a damping argument to exchange the order of integration, and an antiderivative of a product of two Bessel functions. The plane $k=0$ is reached only as a limit, through the expansion (4). In return it handles $G=0$ directly, it supplies the rate of approach in $k$, and up to (7) it uses no property of $1/r$ beyond its Gaussian representation. For another central interaction, such as the range-separated $\operatorname{erf}(\omega r)/r$, which amounts to cutting the $t$ integral at $\omega$, those steps survive with the cut $t$ integral in place of $2K_0$, and the antiderivative $W$, which relies on $K_0$, no longer applies.

The second derivation takes the cylinder finite, so every integral exists for every $\mathbf G$, and it sets $k=0$ exactly before sending $Z\to\infty$. It needs $1/r$ to be harmonic, and it fails in this form for an interaction whose Laplacian is spread over the volume. It needs $G\neq0$, with $G=0$ recovered by continuity. The circular shape enters only in the wall integral, so for another cross-section the same identity reduces the kernel to an integral over the boundary curve.

The two are not independent at every point. Both use (3) and (5), and the antiderivative $W$ of the first is the radial form of the surface expression $f\partial_ng-g\,\partial_nf$ of the second. They differ in how the axial function is obtained, by evaluation of an integral or by a uniqueness argument, and in how the plane is regularized. The limits $k\to0$ and $Z\to\infty$ are taken in opposite orders, and neither iterated limit exists where $D(p)\ne0$. What agrees is the structure: $v_0(p;\rho_0)$ plus $2D(p)$ times a constant, which is $-\ln(k\rho_0/2)-\gamma$ in the first and $\ln(2Z/\rho_0)$ in the second. The constants coincide for $Z=e^{-\gamma}/k$. Any regularization that changes the interaction only at $|z|\gg R$ alters the axial integral by an amount independent of $\rho$ at leading order, and so yields the same structure with its own constant.

Neither derivation says that the constant may be dropped. That depends on the charge on which the kernel acts.

## Where the divergence cancels

Let $N(\boldsymbol\rho)=\int n\,dz$ be the charge of one cell projected on the lateral plane, so that $n(\mathbf p,0)$ is its two-dimensional transform and $Q=\int N\,d^2\rho$ is the charge per cell. By (2) and (13),

$$\frac{dE}{d\ln\rho_0}=\frac1\Omega\sum_{\mathbf p}D(p)\,|n(\mathbf p,0)|^2 .$$

Neutrality removes only the term $\mathbf p=0$. The other terms are in general nonzero, unless the projected charge $N$ itself vanishes, so any cancellation has to occur in the sum. The periodic function $\sum_{\mathbf T}\theta(R-|\boldsymbol\rho-\mathbf T|)$ has Fourier coefficients $D(p)/L^2$. Writing $|n|^2=\iint NN'e^{i\mathbf p\cdot(\boldsymbol\rho-\boldsymbol\rho')}$ and resumming the series,

$$\frac{dE}{d\ln\rho_0}=\frac1a\sum_{\mathbf T}\iint N(\boldsymbol\rho)N(\boldsymbol\rho')\,\theta(R-|\boldsymbol\rho-\boldsymbol\rho'-\mathbf T|)\,d^2\rho\,d^2\rho'. \tag{16}$$

The same step applied to the potential gives

$$\frac{dV(\mathbf r)}{d\ln\rho_0}=\frac2a\sum_{\mathbf T}\int N(\boldsymbol\rho')\,\theta(R-|\boldsymbol\rho-\boldsymbol\rho'-\mathbf T|)\,d^2\rho', \tag{17}$$

which is $2/a$ times the projected charge, of the wire and its images, inside the disc of radius $R$ around the field point.

Let $w$ be the lateral diameter of the charge, the largest lateral separation of two of its points. If $w\le R$, the step function in (16) equals 1 for all pairs at $\mathbf T=0$. If $L-w\ge R$, then $|\boldsymbol\rho-\boldsymbol\rho'-\mathbf T|\ge L-w\ge R$ and it vanishes for all $\mathbf T\ne0$. Under the condition

$$w\le R\le L-w, \tag{18}$$

which requires $L\ge2w$, the double integral factorizes and

$$\frac{dE}{d\ln\rho_0}=\frac{Q^2}a. \tag{19}$$

The divergence cancels from the energy when the wire is neutral and (18) holds. Condition (18) is sufficient; without it, (16) has no reason to vanish for a neutral wire. The potential is independent of $\rho_0$ at points whose disc holds the entire neutral wire and nothing of an image. Under (18) this includes every point of the charge itself, but it excludes a part of the vacuum. Quantities that probe that part, such as the vacuum level read at the cell boundary or electronic states that extend there, are in general not those of the isolated wire. One exception is a wire whose projected charge $N$ vanishes: the plane $k=0$ then contributes nothing, and the error comes only from the $K_0$ terms with $k>0$, which are exponentially small when $R$ and the lateral distance to the nearest image are much larger than $a/2\pi$.

In an electronic-structure calculation the neutral total is split into $N_e$ electrons and ions of total charge $Z_{\rm ion}$. The Hartree, electron–ion and ion–ion energies have slopes $N_e^2/a$, $-2N_eZ_{\rm ion}/a$ and $Z_{\rm ion}^2/a$, by the bilinear form of (19). With one common $\rho_0$ they add to $(Z_{\rm ion}-N_e)^2/a=0$. If the three terms use separate lengths $\rho_{\rm H}$, $\rho_{\rm ei}$ and $\rho_{\rm ii}$, the neutral total is off by $(N_e^2/a)\ln(\rho_{\rm H}\rho_{\rm ii}/\rho_{\rm ei}^2)$. For a charge fluctuation with an axial Bloch wave vector $q\ne0$, the axial argument $|G_z+q|$ is nonzero and (8) applies with no $\rho_0$; the logarithm in $q$ is then a physical feature of the one-dimensional interaction, and it is integrable over $q$.

## Equality with the isolated wire

Independence of $\rho_0$ does not yet show that the value is right. Order the sum (2) by $G_z$. For each $G_z$, $v$ is the lateral transform of $\theta(R-\rho)A_k(\rho)$, with $A_k=2K_0(k\rho)$ for $k>0$ and $A_0=-2\ln(\rho/\rho_0)$. Resumming over $\mathbf p$ as above and using (18) to keep only $\mathbf T=0$ with $\theta=1$, the energy is $E=\frac12\iint n(\mathbf r)n(\mathbf r')F(\mathbf r-\mathbf r')$ with

$$F(\rho,z)=\frac1a\sum_{G_z}e^{iG_zz}A_k(\rho).$$

The direct sum over $2M+1$ cells is $S_M(\rho,z)=\sum_{m=-M}^M[\rho^2+(z+ma)^2]^{-1/2}$. Put $Z_M=(M+\frac12)a$ and $F_M=S_M-\frac2a\ln(2Z_M/\rho_0)$. To obtain the increment $F_m-F_{m-1}$, expand $[\rho^2+(ma\pm z)^2]^{-1/2}=\frac1{ma}(1+\tau)^{-1/2}$ with $\tau=\pm2z/ma+(\rho^2+z^2)/(ma)^2$ and $(1+\tau)^{-1/2}=1-\tau/2+3\tau^2/8-\dots$ The odd powers of $z$ cancel between the two signs, and the pair sums to $2/ma+(2z^2-\rho^2)/(ma)^3+O(m^{-5})$. The logarithm changes by $\frac2a\ln\frac{m+1/2}{m-1/2}=\frac2a[\frac1m+\frac1{12m^3}+O(m^{-5})]$. The increments are $O(m^{-3})$, so $F_M$ converges to a limit $F_\infty$ with error $O(M^{-2})$. The limit is periodic in $z$, because a shift by $a$ exchanges one end term of $S_M$ for another and both vanish. Its Fourier coefficients follow by integrating over $|z|<a/2$, where the sum over $m$ unfolds the range to $|z|<Z_M$. For $k>0$ the coefficient is $A_{k,Z_M}/a\to2K_0(k\rho)/a$. For $k=0$ it is $\frac1a[2\operatorname{arsinh}(Z_M/\rho)-2\ln(2Z_M/\rho_0)]\to-\frac2a\ln(\rho/\rho_0)$. These are the coefficients of $F$, so $F=F_\infty$, and with $E_M=\frac12\iint nn'S_M$,

$$E(\rho_0)=E_M-\frac{Q^2}a\ln\frac{(2M+1)a}{\rho_0}+O(M^{-2}). \tag{20}$$

For $Q=0$ the plane-wave energy is the limit of the direct sum, the energy per cell of the isolated infinite wire. No end term survives, even if the cell has a dipole along $z$, and since $F$ is periodic the result does not depend on which period a charge is assigned to. The same argument with a single integration gives the potential at valid points, and there the zero of potential is that of the direct sum, which vanishes far from a neutral wire.

For $Q\ne0$ the isolated infinite wire has no finite energy per cell, and $\rho_0$ stands for a physical length that the problem must supply. The choice $\rho_0=(2M+1)a$ reproduces $E_M$, half the interaction of the central cell with a wire of that length. The average over all cells of a wire of length $\Lambda$ has a different constant: $\frac1\Lambda\int_0^\Lambda\!\int_0^\Lambda f\,dz\,dz'=2\int_0^\Lambda(1-u/\Lambda)(\rho^2+u^2)^{-1/2}du=2\operatorname{arsinh}(\Lambda/\rho)-2(\sqrt{\rho^2+\Lambda^2}-\rho)/\Lambda\to2\ln(2\Lambda/e\rho)$, so that $\rho_0=2\Lambda/e$ at leading order.

For a neutral wire that satisfies (18), the plane-wave energy is independent of $\rho_0$ and equals the energy per cell of the isolated infinite wire. It remains to test these results on numerical examples and to find the error made when the kernel is not truncated.
